Semilocal Pseudopotential Operators: Hermitian, Rotationally Invariant, Generally Not Multiplicative

At a point 1 bohr from a model ion, a certain pseudopotential operator V multiplies the function exp(−r²/2) by −2.267 hartree. At the same point it multiplies z exp(−r²/2) by −3.003 hartree, and (3z² − r²) exp(−r²/2) by −3.371 hartree. An ordinary potential energy W(𝐫) would give one number, its value at that point, whatever function it acted on. Here the number depends on the angular momentum of the function, although V takes the values of that function from no other distance than 1 bohr.

Such an operator is called semilocal. In a norm-conserving pseudopotential, a separate radial potential V_l(r) is constructed for each angular momentum l, so that a smooth pseudo-orbital of that l solves the radial equation at the chosen energy. The potentials for different l generally differ, and one operator must deliver each of them to the matching part of a wavefunction. Norm conservation restricts how the V_l are constructed, but plays no part in what follows.

Write the position vector as 𝐫 = r𝐧, with the nucleus at the origin, r the distance from it and 𝐧 a unit vector. Hartree atomic units are used. The spherical harmonics Y_lm(𝐧) are orthonormal and complete on the unit sphere:

∫dΩ Y_lm*(𝐧) Y_kq(𝐧) = δ_lk δ_mq,

Σ_l Σ_m Y_lm(𝐧) Y_lm*(𝐧′) = δ(𝐧,𝐧′).

Here δ(𝐧,𝐧′) is the delta function for integration over solid angle, and m runs from −l to l. Collect the harmonics of one l in the angular kernel

K_l(𝐧,𝐧′) = Σ_m Y_lm(𝐧) Y_lm*(𝐧′).

The semilocal operator is then defined by

V(𝐫,𝐫′) = Σ_l V_l(r) [δ(r − r′)/r²] K_l(𝐧,𝐧′),

(Vψ)(𝐫) = ∫d³r′ V(𝐫,𝐫′) ψ(𝐫′).

The V_l are taken to be real and bounded by one common constant M. The factor 1/r² belongs to the volume element d³r′ = r′² dr′ dΩ′. Inserting both gives

(Vψ)(r𝐧) = Σ_l V_l(r) ∫dΩ′ K_l(𝐧,𝐧′) ∫dr′ r′² [δ(r − r′)/r²] ψ(r′𝐧′).

The delta function sets r′ = r in the last integral, where r′²/r² becomes 1. Therefore

(Vψ)(r𝐧) = Σ_l V_l(r) ∫dΩ′ K_l(𝐧,𝐧′) ψ(r𝐧′).

This shows what "semilocal" means. The value of Vψ at a point needs ψ on the whole sphere through that point, but on no other sphere. The operator is local in radius and nonlocal in angle. Without the factor 1/r², an unwanted r² would remain and each V_l(r) would act as r²V_l(r).

The delta function can be seen as the limit of a narrow normalized Gaussian of standard deviation σ. For a smooth function h, a Taylor expansion about r gives h(r) + σ²h″(r)/2 + … for the smeared value, because the linear term cancels by symmetry. Take f = r exp(−r²/2) and the potential exp(−r²). The sharp kernel gives the radial integral ∫r²f² exp(−r²)dr = 0.11750. Numerical quadrature with the smeared kernel gives 0.11833 for σ = 0.08 bohr and 0.11771 for σ = 0.04 bohr. Halving the width divides the error by 3.95, close to the factor 4 of the leading term.

The angular integral defines an operator Π_l:

(Π_lψ)(r𝐧) = ∫dΩ′ K_l(𝐧,𝐧′) ψ(r𝐧′).

Applying two of these in succession requires the product of their kernels:

∫dΩ′ K_l(𝐧,𝐧′) K_k(𝐧′,𝐧″)
= Σ_m Σ_q Y_lm(𝐧) [∫dΩ′ Y_lm*(𝐧′) Y_kq(𝐧′)] Y_kq*(𝐧″)
= δ_lk K_l(𝐧,𝐧″).

The bracket is δ_lk δ_mq by orthonormality. Thus Π_lΠ_k = δ_lk Π_l: each Π_l is a projector, and different ones are orthogonal. Completeness gives Σ_lΠ_l = 1. The operator takes the compact form

V = Σ_l V_l(r) Π_l.

It splits ψ into angular momentum parts, multiplies each by its own radial potential and adds the results. Since Π_l acts on angles alone, it commutes with multiplication by V_l(r).

In practice the potentials are made equal beyond some angular momentum L, with V_l = V_loc for l > L. Writing V_l = V_loc + ΔV_l and using Σ_lΠ_l = 1,

V = V_loc(r) + Σ_{l≤L} ΔV_l(r) Π_l.

The infinite sum has become a multiplicative part and a finite number of corrections. The operator of the opening paragraph has L = 1 and

V_loc(r) = −4 erf(r)/r,  ΔV_0(r) = 3 exp(−r²),  ΔV_1(r) = exp(−r²),

with r in bohr and energies in hartree. These are round model parameters. At r = 1 bohr they give V_0 = −2.267, V_1 = −3.003 and V_loc = −3.371 hartree, the three numbers found at the start, since the three functions there have l = 0, 1 and 2.

Hermiticity means ⟨χ|Vψ⟩ = ⟨Vχ|ψ⟩ for all χ and ψ. In terms of the kernel, the two sides are

⟨χ|Vψ⟩ = ∫d³r ∫d³r′ χ*(𝐫) V(𝐫,𝐫′) ψ(𝐫′),

⟨Vχ|ψ⟩ = ∫d³r ∫d³r′ χ*(𝐫) [V(𝐫′,𝐫)]* ψ(𝐫′).

In the second line the names of the two integration variables have been exchanged. The sides agree if [V(𝐫′,𝐫)]* = V(𝐫,𝐫′). From the definition,

[V(𝐫′,𝐫)]* = Σ_l V_l*(r′) [δ(r′ − r)/r′²] [K_l(𝐧′,𝐧)]*.

Three facts turn this into the original kernel. First, the delta function is even and allows r′ to be replaced by r in the factors beside it, so V_l*(r′)/r′² becomes V_l*(r)/r². Second,

[K_l(𝐧′,𝐧)]* = Σ_m Y_lm*(𝐧′) Y_lm(𝐧) = K_l(𝐧,𝐧′).

Third, V_l is real. Hence [V(𝐫′,𝐫)]* = V(𝐫,𝐫′), and V is Hermitian.

For unbounded operators Hermiticity in this sense is weaker than self-adjointness, the property that guarantees a unitary time evolution. Here the bound |V_l| ≤ M closes the gap. The parts Π_lψ are mutually orthogonal, and multiplication by V_l(r) keeps them so. Therefore

‖Vψ‖² = Σ_l ‖V_lΠ_lψ‖² ≤ M² Σ_l ‖Π_lψ‖² = M²‖ψ‖².

V is defined on every square-integrable function, and a Hermitian operator defined on the whole space is self-adjoint. In the model, exp(−t²) ≤ 1 inside the integral for erf(r) gives erf(r)/r ≤ 2/√π. All V_l then lie between −8/√π and 3 hartree, so M = 8/√π hartree suffices. A bare Coulomb singularity −Z/r has no such bound. The symmetry of the kernel survives there, but the domain of the operator needs separate treatment.

Take as an example two normalized Gaussians,

g_a(𝐫) = (2α/π)^(3/4) exp(−α|𝐫 − 𝐚|²),

and g_b likewise with centre 𝐛, where α = 0.5 bohr⁻², 𝐚 = (0, 0, 1) bohr and 𝐛 = (0.9, 0, 1.2) bohr. Let χ = g_b and ψ = exp(0.7ix) g_a, with x in bohr, so that the matrix elements are complex. Numerical quadrature over radius and angles gives

⟨χ|Vψ⟩ = −1.4760 − 0.4856i hartree,

⟨ψ|Vχ⟩ = −1.4760 + 0.4856i hartree.

They are complex conjugates, as Hermiticity requires. If some V_l are complex, the derivation of the adjoint still holds up to its third fact, and subtraction gives

V − V† = 2i Σ_l Im V_l(r) Π_l.

Multiplying ΔV_1 by (1 − 0.5i), for instance, makes ⟨χ|Vψ⟩ and the conjugate of ⟨ψ|Vχ⟩ differ by a complex number of modulus 0.034 hartree. A complex potential of this kind describes absorption in one angular momentum channel, and norm is then not conserved in time.

For rotations, let R be a rotation about the nucleus and define the rotated function by (U_Rψ)(𝐫) = ψ(R⁻¹𝐫). Rotational invariance means VU_R = U_RV. The angular part of the Laplacian is unchanged by rotations, and the Y_lm of one l span its eigenspace with eigenvalue −l(l + 1). A rotated Y_lm therefore stays in that space:

Y_lm(R⁻¹𝐧) = Σ_q Y_lq(𝐧) D_qm.

The coefficients D_qm form a square matrix of dimension 2l + 1. A rotation also preserves integrals over the sphere, so the rotated harmonics are still orthonormal:

δ_mk = ∫dΩ Y_lm*(R⁻¹𝐧) Y_lk(R⁻¹𝐧) = Σ_q D_qm* D_qk.

This is D†D = 1, and for a finite square matrix it implies DD† = 1. Now turn both directions in the angular kernel:

K_l(R⁻¹𝐧,R⁻¹𝐧′) = Σ_q Σ_p Y_lq(𝐧) Y_lp*(𝐧′) Σ_m D_qm D_pm*
= Σ_q Y_lq(𝐧) Y_lq*(𝐧′)
= K_l(𝐧,𝐧′),

because the sum over m is (DD†)_qp = δ_qp. Apply V to the rotated function and substitute 𝐧′ = R𝐮, which leaves the solid-angle element unchanged:

(VU_Rψ)(r𝐧) = Σ_l V_l(r) ∫dΩ_u K_l(𝐧,R𝐮) ψ(r𝐮)
= Σ_l V_l(r) ∫dΩ_u K_l(R⁻¹𝐧,𝐮) ψ(r𝐮)
= (Vψ)(rR⁻¹𝐧).

The second line uses the invariance of K_l, with both of its arguments turned by R⁻¹. The last expression is (U_RVψ)(r𝐧), so V commutes with every rotation about the nucleus.

The invariance also gives an explicit kernel. Turn 𝐧′ onto the z axis; 𝐧 then has polar angle γ, with cos γ = 𝐧·𝐧′. On the z axis each Y_lm with m ≠ 0 vanishes, since its factor exp(imφ) would otherwise give many values at one point. The remaining harmonic is Y_l0 = √[(2l+1)/(4π)] P_l(cos γ), where P_l is the Legendre polynomial with P_l(1) = 1. Hence

K_l(𝐧,𝐧′) = [(2l + 1)/(4π)] P_l(𝐧·𝐧′).

The kernel depends on the angle between the two directions and on no external axis.

This needs all m of a given l to share one potential. Suppose that for l = 1 the correction ΔV_1 acted on m = 0 alone. It would act on the p_z function and give zero on p_x. A rotation carries one into the other, so the operator would no longer commute with rotations, although it would still be Hermitian. Even the full V is invariant only about its own nucleus. In a molecule or solid, the sum of such operators has whatever symmetry the arrangement of atoms leaves.

It remains to decide when V is multiplicative, that is, when there is a function W(𝐫) with Vψ = Wψ for every ψ. Suppose that W exists. Choose first ψ = exp(−r²/2), which has l = 0 and is nowhere zero. Then

V_0(r) exp(−r²/2) = W(𝐫) exp(−r²/2),  so W(𝐫) = V_0(r).

Choose next ψ = exp(−r²/2) Y_l0(𝐧) for any other l. It lies in channel l, so Vψ = V_lψ, while the assumption demands Vψ = V_0ψ. Since Y_l0 vanishes at most on isolated cones, division by ψ gives V_l(r) = V_0(r) at almost every point. Thus a multiplicative V requires all channel potentials to be the same function. Conversely, if they are all the same, V = V_0(r) Σ_lΠ_l = V_0(r). The semilocal operator is multiplicative if and only if V_l(r) does not depend on l.

The condition includes the high angular momenta. Let V_l = U(r) for l = 0 and 1, and zero for all higher l. On an s function this operator multiplies by U. On the displaced Gaussian g_b it gives U(Π_0 + Π_1)g_b, and the result depends on how much of g_b lies in the first two channels. That share can be calculated by expanding an exponential in Legendre polynomials. Define

i_l(t) = ½ ∫_{−1}^{1} exp(tu) P_l(u) du.

The integral of P_lP_k over the same interval is 2δ_lk/(2l + 1), so the expansion coefficient of exp(tu) is (2l + 1) i_l(t):

exp(tu) = Σ_l (2l + 1) i_l(t) P_l(u).

The i_l are the modified spherical Bessel functions; direct integration gives i_0 = sinh t/t and i_1 = cosh t/t − sinh t/t². In g_b, expand the square as |𝐫 − 𝐛|² = r² + b² − 2rb𝐧·𝐞_b, where b = |𝐛| and 𝐞_b = 𝐛/b. The angle enters g_b through exp(tu) with t = 2αrb and u = 𝐧·𝐞_b. Since P_l(𝐧·𝐞_b) is proportional to K_l(𝐧,𝐞_b), the projector Π_l selects the l term of the expansion, and

(Π_lg_b)/g_b = (2l + 1) i_l(t) P_l(u) exp(−tu).

Take the point r = 1 bohr in the direction 𝐧 = (2, 1, 2)/3. With b = 1.5 bohr, t = 1.5 and u = (0.6 + 0.8)/1.5 = 0.933. The l = 0 share is 0.3500. Adding l = 1 raises the sum to 0.7795, and adding l = 2 and 3 raises it to 0.9939. The truncated operator thus multiplies g_b by 0.7795U at this point, but an s function by U. Equality up to a cutoff does not make a multiplicative operator unless the remaining channels have the same potential too.

The same shares explain how the model V acts on g_b. To one more digit, the l = 0 share is 0.35005 and the l = 1 share alone is 0.77947 − 0.35005 = 0.42942. With ΔV_0 = 1.1036 and ΔV_1 = 0.3679 hartree at r = 1 bohr,

(Vg_b)/g_b = −3.3708 + 1.1036 × 0.35005 + 0.3679 × 0.42942 = −2.8265 hartree.

This agrees with none of the three channel potentials. The ratio is the sum of the V_l weighted by the shares. These add up to 1 but are negative where P_l(u) is negative, so the ratio need not lie between the channel potentials. It is determined by the function, and through u it changes from point to point on the same sphere.

Another sign of nonlocality appears where a function vanishes. Let ψ = (1 + z) exp(−r²/2), with z in bohr. It is the sum of an s and a p function, so

Vψ = (V_0 + V_1z) exp(−r²/2).

At (0, 0, −1) bohr, ψ is zero, but Vψ = (V_0 − V_1) exp(−1/2) = 0.7358 × 0.6065 = 0.4463 hartree. A finite multiplier would give zero there. The operator has brought in values of ψ from elsewhere on the sphere.

Multiplicative operators commute with the coordinate z, and V in general does not. For an s function f(r), the product zf has l = 1, because z is r times a constant multiple of Y_10. Therefore

[V,z]f = V(zf) − zVf = (V_1 − V_0)zf.

With f = exp(−r²/2) at the point r = 1 bohr, 𝐧 = (2, 1, 2)/3, z = 2/3 bohr and the result is −0.7358 × 0.6667 × 0.6065 = −0.2975 hartree bohr. This has a physical consequence. For an electron with H = p²/2 + V, the velocity along z is

i[H,z] = p_z + i[V,z],

since [p²/2,z] = −ip_z. Between eigenstates with energies E_m and E_n, the relation between position and momentum matrix elements becomes

(E_m − E_n)⟨m|z|n⟩ = −i⟨m|p_z|n⟩ + ⟨m|[V,z]|n⟩.

An optical calculation that uses momentum matrix elements must keep the last term to agree with one that uses position.

One measure of the effect in this model is the matrix element ⟨g_a|V|g_b⟩. For the local part, complete the square in the product of Gaussians:

|𝐫 − 𝐚|² + |𝐫 − 𝐛|² = 2|𝐫 − 𝐜|² + ½|𝐚 − 𝐛|²,  𝐜 = (𝐚 + 𝐛)/2.

With α = 1/2, this gives g_ag_b = S π^(−3/2) exp(−|𝐫 − 𝐜|²), where the overlap is S = exp(−|𝐚 − 𝐛|²/4) = exp(−0.85/4) = 0.8086. The function erf(r)/r is the electrostatic potential of the unit charge density π^(−3/2) exp(−r²): it is regular at the origin, decays at infinity and has the Laplacian

(1/r) d²erf(r)/dr² = −4π^(−1/2) exp(−r²),

which is −4π times that density. The integral is thus the interaction of two unit Gaussian charges a distance c = |𝐜| = 1.1885 bohr apart. Each has variance 1/2 per coordinate, so the separation vector of two points drawn from them has variance 1. Its average inverse length is the same potential with lengths scaled by √2, namely erf(c/√2)/c. The local part is

−4S erf(c/√2)/c = −2.0828 hartree.

For the correction in channel l, insert the Legendre expansion of both Gaussians. The angular integral of P_l(𝐧·𝐞_a)P_l(𝐧·𝐞_b) is 4πP_l(𝐞_a·𝐞_b)/(2l + 1), by the projector product and the Legendre form of K_l. One of the two factors 2l + 1 cancels, leaving

⟨g_a|ΔV_lΠ_l|g_b⟩ = (2α/π)^(3/2) 4π(2l + 1) P_l(𝐞_a·𝐞_b) × ∫₀^∞ dr r² ΔV_l(r) i_l(2αra) i_l(2αrb) exp[−α(2r² + a² + b²)].

Here a = 1 bohr, b = 1.5 bohr and 𝐞_a·𝐞_b = 0.8. Numerical integration gives 0.3209 hartree for l = 0 and 0.0318 hartree for l = 1. The total is

−2.0828 + 0.3209 + 0.0318 = −1.7301 hartree = −47.08 eV.

If the multiplicative potential V_0(r) is used for every channel, the element becomes −1.6596 hartree, which is 0.0705 hartree higher. The difference can be traced by channel. For l = 1 the replacement adds ΔV_0 − ΔV_1 = 2 exp(−r²), twice ΔV_1, and so contributes 2 × 0.0318 = 0.0636 hartree. The remaining 0.0069 hartree comes from l ≥ 2, where the s correction now acts although the semilocal operator has none. The size and sign of such a shift depend on the multiplier chosen, on the two functions and on the model parameters: using V_loc for every channel removes both corrections and lowers the element by 0.3209 + 0.0318 = 0.3527 hartree.
